# Eucken's factor for the thermal conductivity of a polyatomic vapour

Suppose the thermal conductivity of a heavy precursor vapour is estimated from its viscosity by the rule for a monatomic gas, $\lambda=\tfrac52\eta c_v$. For the vapour treated below, with $\eta=27.25$ µPa s and $c_v=317.5$ J/(kg K), this gives 21.6 mW/(m K). Eucken's formula gives 10.3 mW/(m K), less than half as much. The monatomic rule gives all the heat capacity the factor $5/2$ that belongs to translation. That factor has two sources. Fast molecules carry more translational energy, which contributes $5/3$, and the translational heat flux relaxes more slowly than shear stress, which contributes $3/2$. In Eucken's description the energy of rotation and vibration has neither advantage, so it is carried less efficiently.

## Theorem and assumptions

Let $\lambda$ be the thermal conductivity, $\eta$ the viscosity, $\rho$ the mass density, $c_v$ and $c_p$ the heat capacities per mass, and $\gamma=c_p/c_v$. Assume:

1. The gas is a dilute, classical, ideal gas of one species. Gradients are small, and the mean free path is far below the vessel size.
2. To zeroth order in the gradients, internal energy has its equilibrium distribution at the local temperature, independent of molecular velocity.
3. Collisions that change the internal state of a molecule are too rare to affect the fluxes, though frequent enough to maintain assumption 2. All other collisions are elastic. Their scattering law depends on relative speed and deflection angle, and is the same for all internal states.
4. Viscosity and translational conduction are taken in the first Chapman–Enskog approximation.
5. Internal energy diffuses with coefficient $D=\eta/\rho$.

**Theorem.** Under these assumptions,

$$\frac{\lambda}{\eta c_v}=\frac{9\gamma-5}{4}.$$

Assumption 5 alone is not enough: it fixes the internal part, while the translational part needs its own derivation. Assumption 5 is an input, not a general law of kinetic theory. No electromagnetic quantity enters, so the formulas are the same in SI and Gaussian units.

## Lemma 1: what drives the fluxes

Let $m$ be the molecular mass, $\mathbf c$ the velocity relative to the mean flow, $e_i$ the energy of internal state $i$, $x_i(T)$ its equilibrium fraction and $Z(T)$ the internal partition function. Put $\theta=kT/m$. Local equilibrium is

$$f_0=n(2\pi\theta)^{-3/2}e^{-c^2/2\theta}x_i(T),\qquad x_i=\frac{g_ie^{-e_i/kT}}{Z(T)},$$

where $g_i$ is the degeneracy of the state.

**Claim.** At constant pressure a temperature gradient gives

$$\mathbf c\cdot\nabla\ln f_0=\left[\frac{c^2}{2\theta}-\frac52+\frac{e_i-\bar e}{kT}\right]\mathbf c\cdot\nabla\ln T .$$

**Proof.** Since $p=nkT$ is constant, $\ln n$ contributes $-1/T$ to $\partial\ln f_0/\partial T$. The normalization $\theta^{-3/2}$ contributes $-3/(2T)$, and the exponent contributes $c^2/(2\theta T)$. For the internal part, $d\ln Z/dT=\bar e/(kT^2)$, so $d\ln x_i/dT=(e_i-\bar e)/(kT^2)$. Adding these terms and multiplying by $\mathbf c\cdot\nabla T$ proves the claim. ∎

For a shear flow $u_x(y)$, the exponent is $-(\mathbf v-\mathbf u)^2/2\theta$. Its derivative along the motion gives the driving term $c_xc_yu_x'/\theta$.

Write $f=f_0(1+\Phi)$. To first order in the gradients, the steady Boltzmann equation is $L\Phi=-(\text{driving term})$, where

$$L\Phi=\int f_0(2)\,g\sigma\,(\Phi_1+\Phi_2-\Phi_1'-\Phi_2').$$

The integral runs over the partner molecule and the scattering direction. Here $g$ is the relative speed, $\sigma$ the differential cross section, and primes mark values after the collision.

## Lemma 2: fluxes in terms of relaxation rates

In the first approximation, $\Phi$ is a multiple of one trial function. The multiple is fixed by multiplying the equation by that function and averaging. For a trial function $\varphi$ this replaces $L\varphi$ by $\nu\varphi$, with

$$\nu=\frac{\langle\varphi L\varphi\rangle}{\langle\varphi^2\rangle}.$$

Angle brackets denote the average over $f_0/n$. The moments needed are $\langle c^2\rangle=3\theta$, $\langle c^4\rangle=15\theta^2$ and $\langle c^6\rangle=105\theta^3$.

**Viscosity.** With rate $\nu_s$ for $c_xc_y$, the solution is $\Phi=-u_x'c_xc_y/(\theta\nu_s)$. The stress is

$$P_{xy}=mn\langle c_xc_y\Phi\rangle=-\frac{mn}{\theta\nu_s}\theta^2u_x'=-\frac{p}{\nu_s}u_x',$$

because $\langle c_x^2c_y^2\rangle=\theta^2$ and $p=nm\theta$. Hence $\eta=p/\nu_s$.

**Translational heat.** Let $\mathbf q=\mathbf c(c^2-5\theta)$, with rate $\nu_q$. The translational driving term is $\mathbf q\cdot\nabla\ln T/(2\theta)$, so $\Phi=-\mathbf q\cdot\nabla\ln T/(2\theta\nu_q)$. This produces no particle flux, since $\langle c_xq_x\rangle=\tfrac13(15-15)\theta^2=0$. For a gradient along $x$ the energy flux is

$$n\left\langle\frac{mc^2}{2}c_x\Phi\right\rangle=-\frac{mn}{4\theta\nu_q}\langle c^2c_xq_x\rangle\frac{T'}{T}.$$

The remaining average is $\tfrac13(105-75)\theta^3=10\theta^3$. Using $m\theta/T=k$ and $n\theta=p/m$,

$$\lambda_{\rm tr}=\frac52\,\frac km\,\frac{p}{\nu_q}.$$

## Lemma 3: translational heat relaxes at two thirds of the stress rate

**Claim.** $\nu_q=\tfrac23\nu_s$, whatever the dependence of the elastic cross section on speed and angle. Consequently $\lambda_{\rm tr}=\tfrac52\eta c_{\rm tr}$, where $c_{\rm tr}=3k/(2m)$.

**Proof.** In $\langle\varphi L\varphi\rangle$ the two colliding molecules may be interchanged, which replaces $\varphi_1$ by $\tfrac12(\varphi_1+\varphi_2)$. Elastic collisions are reversible, so initial and final velocities may also be interchanged. Averaging the two forms gives

$$\langle\varphi L\varphi\rangle=\frac R4\langle\!\langle|\Delta\varphi|^2\rangle\!\rangle,\qquad \Delta\varphi=\varphi_1'+\varphi_2'-\varphi_1-\varphi_2 .$$

Here $R$ is the collision frequency of one molecule, and double brackets average over collisions. For long-range forces the product is kept as a single integral.

Write $\mathbf c_{1,2}=\mathbf G\pm\mathbf g/2$. A collision leaves $\mathbf G$ and $g$ unchanged and turns $\mathbf g$ into $\mathbf g'$ through an angle $\chi$.

For the stress use the whole tensor $s_{ij}=c_ic_j-\delta_{ij}c^2/3$. By isotropy its components share the rate $\nu_s$. Since $\mathbf c_1\mathbf c_1+\mathbf c_2\mathbf c_2=2\mathbf G\mathbf G+\tfrac12\mathbf g\mathbf g$ and the trace is conserved,

$$\Delta s=\tfrac12A,\qquad A=\mathbf g'\mathbf g'-\mathbf g\mathbf g,$$

$$A:A=2g^4-2(\mathbf g\cdot\mathbf g')^2=2g^4\sin^2\chi .$$

Therefore $|\Delta s|^2=\tfrac12g^4\sin^2\chi$.

For the heat function, the term $-5\theta\mathbf c$ drops out by momentum conservation. The squares are $c_{1,2}^2=(G^2+g^2/4)\pm\mathbf G\cdot\mathbf g$, so

$$c_1^2\mathbf c_1+c_2^2\mathbf c_2=2\left(G^2+\frac{g^2}{4}\right)\mathbf G+(\mathbf G\cdot\mathbf g)\mathbf g .$$

Only the last term changes, and $\Delta\mathbf q=\mathbf G\cdot A$. In equilibrium $\mathbf G$ is independent of $\mathbf g$ and isotropic, with variance $\theta/2$ per component. Averaging over it gives

$$|\Delta\mathbf q|^2\to\frac\theta2A:A=\theta g^4\sin^2\chi=2\theta|\Delta s|^2 .$$

The norms are $\langle s:s\rangle=\tfrac23\cdot15\theta^2=10\theta^2$ and $\langle\mathbf q\cdot\mathbf q\rangle=(105-150+75)\theta^3=30\theta^3$. Thus

$$\frac{\nu_q}{\nu_s}=\frac{2\theta}{30\theta^3}\,10\theta^2=\frac23 .$$

Lemma 2 now gives $\lambda_{\rm tr}=\tfrac52(k/m)\tfrac32\eta=\tfrac{15}{4}(k/m)\eta=\tfrac52\eta c_{\rm tr}$. ∎

The collision integral has cancelled, which is why the factor $5/2$ does not depend on the force law in this approximation. As a test, $5\times10^5$ collisions were sampled with the hard-sphere distribution of relative speeds and the anisotropic law $\cos\chi=1-2r^{1+w}$, where $r$ is uniform between 0 and 1 and $w=g^2/4\theta$. The factor found was 2.494.

## Lemma 4: internal energy is carried by diffusion

**Claim.** $\lambda_{\rm int}=\rho Dc_{\rm int}$.

**Proof.** Treat molecules in different internal states as labelled species. Their fluxes are $\mathbf J_i=-nD\nabla x_i$. They sum to zero because $\sum_ix_i=1$. The energy flux is

$$\sum_ie_i\mathbf J_i=-nD\sum_ie_i\frac{dx_i}{dT}\nabla T=-nD\,mc_{\rm int}\nabla T ,$$

and $nm=\rho$. No separate thermal diffusion arises: all labels have the same mass and scattering law, so the translational distortion carries no particles of any label. The cross terms between $\mathbf q$ and $\mathbf c(e_i-\bar e)$ in the collision average also vanish. They are linear in $e_i-\bar e$, which has zero mean and is unchanged in a collision. The two conductivities therefore add. ∎

In kinetic terms, if $\nu_D$ is the relaxation rate of a labelled particle flux, then $\Phi_i=-\mathbf c\cdot\nabla\ln x_i/\nu_D$. The flux $nx_i\langle\mathbf c\Phi_i\rangle$ gives $D=\theta/\nu_D$. Since $\eta/\rho=\theta/\nu_s$, assumption 5 says that labelled flux and shear stress relax at the same rate.

## Proof of the theorem

By Lemmas 3 and 4 with $\rho D=\eta$,

$$\lambda=\tfrac52\eta c_{\rm tr}+\eta c_{\rm int}=\eta c_v+\tfrac32\eta c_{\rm tr},$$

because $c_{\rm int}=c_v-c_{\rm tr}$. For an ideal gas $c_p-c_v=k/m$, hence $c_v=k/[m(\gamma-1)]$ and $c_{\rm tr}/c_v=\tfrac32(\gamma-1)$. Then

$$\frac{\lambda}{\eta c_v}=1+\frac94(\gamma-1)=\frac{9\gamma-5}{4}. \qquad\blacksquare$$

For $\gamma=5/3$ there is no internal heat capacity, and the factor is $5/2$. For $\gamma=7/5$, a diatomic gas with classical rotation and frozen vibration, it is 1.9. As the number of active internal modes grows, $\gamma\to1$ and the factor tends to 1: almost all the heat is then carried by diffusion.

## A collision model in which the factor is exact

Assumptions 4 and 5 can hold together without approximation. Let each molecule collide at a constant frequency $\nu$, independent of speed, with isotropic scattering. Then $L\varphi=\nu$ times the average of $\varphi_1+\varphi_2-\varphi_1'-\varphi_2'$ over the partner and the scattering direction. For the three functions below the average of $\varphi_2$ is zero.

**Stress.** The direction average of $\varphi_1'+\varphi_2'$ is $2G_xG_y$, because $g_x'g_y'$ averages to zero. With $\mathbf G=(\mathbf c_1+\mathbf c_2)/2$, the partner average is $\tfrac12c_{1x}c_{1y}$. The rate is $\nu(1-\tfrac12)=\nu/2$.

**Translational heat.** The direction average of $(\mathbf G\cdot\mathbf g')\mathbf g'$ is $g^2\mathbf G/3$, so the final sum averages to

$$\mathbf G\left(2G^2+\frac56g^2-10\theta\right).$$

Here $2G^2+\tfrac56g^2=\tfrac43(c_1^2+c_2^2)-\tfrac23\mathbf c_1\cdot\mathbf c_2$. The partner average uses $\langle c_2^2\rangle=3\theta$ and $\langle\mathbf c_2(\mathbf c_1\cdot\mathbf c_2)\rangle=\theta\mathbf c_1$. It yields

$$\mathbf c_1\left[\frac23c_1^2+2\theta-\frac\theta3-5\theta\right]=\frac23\mathbf c_1(c_1^2-5\theta).$$

The rate is $\nu/3$.

**Internal heat.** For $\mathbf c(e-\bar e)$ the direction average is $\mathbf G(e_1-\bar e)+\mathbf G(e_2-\bar e)$, and the partner average is $\tfrac12\mathbf c_1(e_1-\bar e)$. The rate is $\nu/2$.

The trial functions are therefore eigenfunctions, and they solve the linearized equation without truncation. The equality $\nu_D=\nu_s$ gives $D=\eta/\rho$. As a test, the collision operator was applied by quadrature to a molecule with levels at 0, 0.7 and 1.9 $kT$ and degeneracies 1, 3 and 5. Its $\gamma$ is 1.50499, and both the kinetic calculation and the formula give 2.13622.

## Corollary: another diffusion coefficient, and hard spheres

Let $\rho D/\eta=\beta$. The same sum gives

$$\frac{\lambda}{\eta c_v}=\beta+\frac32\left(\frac52-\beta\right)(\gamma-1).$$

To find $\beta$, attach a label $h=\pm1$ at random and use $\varphi=\mathbf ch$. Then $\Delta\varphi=\tfrac12(h_1-h_2)(\mathbf g'-\mathbf g)$. Since $\langle(h_1-h_2)^2\rangle=2$, the mean square is $\tfrac12|\mathbf g'-\mathbf g|^2=g^2(1-\cos\chi)$. With norm $3\theta$ for this function and $10\theta^2$ for the stress,

$$\beta=\frac{\nu_s}{\nu_D}=\frac{3}{20\theta}\frac{\langle\!\langle g^4\sin^2\chi\rangle\!\rangle}{\langle\!\langle g^2(1-\cos\chi)\rangle\!\rangle}.$$

Hard spheres scatter isotropically, so $\sin^2\chi$ averages to $2/3$ and $1-\cos\chi$ to 1. Their collision rate is proportional to $g$, which gives $w=g^2/4\theta$ the distribution $we^{-w}$. Hence $\langle\!\langle g^2\rangle\!\rangle=8\theta$, $\langle\!\langle g^4\rangle\!\rangle=96\theta^2$ and $\beta=\tfrac{3}{20}\cdot\tfrac{64}{8}=\tfrac65$. Sampled hard-sphere collisions gave $1.200\pm0.001$.

The same averages give the viscosity for diameter $d$. The mean relative speed is $4\sqrt{\theta/\pi}$, so $R=4\pi nd^2\sqrt{\theta/\pi}$. Since $\langle\!\langle|\Delta s|^2\rangle\!\rangle=32\theta^2$,

$$\nu_s=\frac R4\,\frac{32\theta^2}{10\theta^2}=\frac{16}{5}nd^2\sqrt{\pi\theta},$$

$$\eta=\frac{nm\theta}{\nu_s}=\frac{5}{16d^2}\sqrt{\frac{mkT}{\pi}} .$$

The density cancels. Within assumption 1, neither $\eta$ nor $\lambda$ depends on pressure at fixed temperature.

## Worked example: a heated precursor line

Consider a model tetrahedral metal-halide vapour in a delivery line for atomic layer deposition. The parameters are rough and round: 300 g/mol, $d=0.6$ nm, 450 K and 1 Torr. The nine harmonic vibrations lie at 380, 100, 400 and 120 cm⁻¹, with degeneracies 1, 2, 3 and 3.

A vibration of energy $\epsilon$ contributes $kz^2e^z/(e^z-1)^2$ with $z=\epsilon/kT$, and the nine together give $8.455k$. Classical rotation adds $1.5k$ and translation $1.5k$:

$$mc_v=(1.5+1.5+8.455)k=11.455k,\qquad\gamma=1+\frac1{11.455}=1.0873 .$$

The factor is $(9\times1.0873-5)/4=1.196$. The hard-sphere formula gives $\eta=27.25$ µPa s, and $c_v=317.5$ J/(kg K), so $\eta c_v=8.65$ mW/(m K). Therefore

$$\lambda=1.196\times8.65=10.3\ \text{mW/(m K)}=0.103\ \text{mW/(cm K)}.$$

Translation supplies 2.8 and internal energy 7.5 mW/(m K). Translation holds 13% of the heat capacity but carries 27% of the heat. Across a plane 6 mm gap with a 10 K difference, conduction carries about 17 W/m², provided the vapour takes the wall temperature in all its modes at each wall.

## How far the assumptions move the number

Among the assumptions of the theorem, the largest correction computed here comes from assumption 5. With the hard-sphere value $\beta=6/5$ the factor becomes 1.370, which raises the conductivity by 14.5% relative to Eucken's value. The shift is large because 87% of the heat capacity is internal.

Two other collision effects are smaller for hard spheres. The next Chapman–Enskog term raises the translational factor by about 0.8%; at fixed diameter it raises $\eta$ by 1.5% and the total conductivity by about 1.9%. If one collision in five redistributes translational and rotational energy statistically, with vibration left unchanged, the total conductivity falls by $0.67\pm0.02$% relative to the same spheres without exchange. The one-in-five rate is an assumption.

The mean free path is 29 µm, or 0.0049 of the gap, so bulk conduction is a reasonable description here. At fixed temperature and gap this ratio grows as the inverse of pressure. At 0.01 Torr it would be about 0.5, and the theorem could not be used for the gap. If vibrations need a time $\tau$ of 100 collisions to relax, the diffusion length $\sqrt{D\tau}$ is about 0.2 mm, well below 6 mm, so the vibrations follow the local temperature in the bulk. The layers at the walls still affect the flux. If the walls fix the translational and rotational temperature but exchange no vibrational energy, each adds about 0.2 mm to the effective gap and the flux falls by about 6%. With full accommodation of all modes the temperature jump lowers it by about 1%. The excluded-volume fraction is about $10^{-5}$. For ligands of 35 g/mol at 0.23 nm the rotational temperature is 0.05 K, so classical rotation is safe at 450 K. Fully classical vibrations would give $mc_v=12.0k$ instead of $11.455k$; anharmonicity is not included.

These inputs illustrate the formula and do not describe a particular compound. The diameter is a nominal molecular size, not one fitted to a measured viscosity. Real molecules attract one another and are not spheres, which changes both $\eta$ and $\beta$. Attraction deflects molecules that would otherwise miss each other. When the well depth is comparable to $kT$, the diameter that governs viscosity therefore exceeds the nominal size. For a Lennard-Jones potential with a well depth equal to $kT$, and with the nominal diameter taken as the separation where the potential crosses zero, $\eta$ is about 37% below the hard-sphere value, and Eucken's $\lambda$ falls in the same proportion. The same potential gives $\beta\approx1.33$, which puts $\lambda$ about 24% above Eucken's value at the same viscosity. These values of $\beta$ rest on assumption 3, elastic scattering that ignores the internal state. Real polyatomic gases often show a smaller effective $\beta$, and strongly polar gases such as water vapour and ammonia conduct less than Eucken's formula gives, so an upward shift is not a general rule. For a real precursor, a measured viscosity should therefore replace the hard-sphere value. In the hard-sphere formula a diameter 10% larger lowers $\lambda$ by 17%, slightly more than the correction with $\beta=6/5$ raises it. Real lines may also contain a carrier gas, and the theorem does not give the conductivity of a mixture. If the vapour dissociates or associates, the energy of reaction is transported as well, and assumptions 1 and 3 fail.

Radiation must be separated from conduction when a heat flux is interpreted. For a transparent vapour between large parallel walls of emissivity 0.1, radiation carries 10.9 W/m² at the same temperatures, more than half the conducted flux. Black walls would exchange 207 W/m². Dividing the total flux by the temperature gradient would then overstate the conductivity of the vapour.

## Table of computed values

```
EXACT MODEL: isotropic, constant collision frequency
stress rate / collision frequency = 0.500000
translational heat rate / frequency = 0.333333
internal diffusion rate / frequency = 0.500000
spectrum 1: gamma 1.66667, kinetic 2.50000, formula 2.50000
spectrum 2: gamma 1.50499, kinetic 2.13622, formula 2.13622
spectrum 3: gamma 1.26667, kinetic 1.60000, formula 1.60000
formula at gamma = 5/3: 2.500; at 7/5: 1.900
SAMPLED COLLISIONS
translational factor, anisotropic law = 2.494
translational factor, hard spheres = 2.500 +/- 0.005
density*D/eta, hard spheres = 1.200 +/- 0.001
reduced viscosity: sampled 0.1759, formula 0.1763
EXAMPLE INPUTS (rough, round)
temperature = 450 K; pressure = 1 Torr
molar mass = 300 g/mol; diameter = 0.6 nm
gap = 6 mm; temperature difference = 10 K
vibration = 380 1/cm, degeneracy 1
vibration = 100 1/cm, degeneracy 2
vibration = 400 1/cm, degeneracy 3
vibration = 120 1/cm, degeneracy 3
EXAMPLE RESULTS
vibrational heat capacity = 8.455 k per molecule
internal heat capacity = 9.955 k per molecule
total c_v = 11.455 k per molecule = 317.5 J/(kg K)
gamma = 1.0873; Eucken factor = 1.1964
viscosity = 27.25 uPa s
translational conductivity = 2.832 mW/(m K)
internal conductivity = 7.517 mW/(m K)
total conductivity = 10.349 mW/(m K)
total conductivity = 0.1035 mW/(cm K)
conducted heat flux = 17.25 W/m2
NEGLECTED EFFECTS
factor with density*D/eta = 6/5: 1.3702
conductivity change from 6/5 = +14.5 %
higher-order change of translational factor = +0.83 %
assumed collisions per rotational exchange = 5
change from exchange = -0.67 +/- 0.02 %
mean free path = 29.1 um; Knudsen number = 0.0049
assumed collisions per vibrational relaxation = 100
vibrational relaxation length = 0.204 mm
excluded-volume fraction = 9.7e-06
ligand mass = 35 g/mol; bond length = 0.23 nm
rotational temperature = 0.049 K
c_v with classical vibrations = 12.0 k per molecule
radiative flux, black walls = 206.7 W/m2
radiative flux, emissivity 0.1 = 10.9 W/m2
```
